# Do gap nodes rule out s-wave pairing?

## Question

Low-temperature data on a tetragonal, spin-singlet superconductor show a density of states that rises linearly from zero energy, so the gap has nodes. I concluded that the pairing cannot be s-wave and must be d-wave. A colleague says that an "extended s" gap could have nodes too, and that adding impurities would tell the two apart. Is my inference wrong? And why should disorder, which normally blurs a spectrum, remove nodes in one case and not in the other?

## Answer

The inference fails. Nodes say where the gap vanishes, whereas the pairing symmetry says how the gap changes under the operations of the crystal.

**What symmetry demands**

Let \(\varphi\) be the angle on a round Fermi line centred at \(\mathbf k=0\). Reflection in the diagonal takes \(\varphi\) to \(\pi/2-\varphi\). A \(d_{x^2-y^2}\) gap (B1g) is odd under it:

\[
\Delta(\pi/2-\varphi)=-\Delta(\varphi)\quad\Rightarrow\quad \Delta(\pi/4)=-\Delta(\pi/4)=0 .
\]

An s-wave gap (A1g) is even, which gives \(\Delta(\pi/4)=\Delta(\pi/4)\), no condition at all. It may still vanish somewhere, but symmetry does not say where.

The d-wave argument needs a Fermi line that crosses the diagonal. On a pocket of radius \(0.6/a\) around \((\pi,0)/a\), with \(a\) the lattice constant, \(|\cos k_xa-\cos k_ya|\) never falls below 1.82. Such a d-wave state is nodeless, so the absence of nodes does not prove s-wave either.

Your linear density of states cannot decide the matter. Near a node at \(\varphi_j\), \(\Delta\approx v_j\,\delta\varphi\), and with \(N_0\) the normal density of states

\[
\frac{N(E)}{N_0}\approx\sum_j\int\frac{d\delta\varphi}{2\pi}\,
\frac{E}{\sqrt{E^2-v_j^2\delta\varphi^2}}
=\sum_j\frac{E}{2|v_j|},
\]

where the integral runs over \(|v_j\delta\varphi|<E\) and equals \(\pi E/|v_j|\) before division by \(2\pi\). The slopes enter; the reason for the nodes does not.

**Accidental nodes move**

Write \(\langle\dots\rangle\) for the average over \(\varphi\). Near the transition the gap shape is the leading eigenfunction of a pairing kernel, \(\langle K(\varphi,\varphi')\Delta(\varphi')\rangle_{\varphi'}=\lambda\Delta(\varphi)\), with positive \(K\) attractive. Take the fully symmetric kernel

\[
K_s=p+\sqrt2(\cos4\varphi+\cos4\varphi')+2\cos4\varphi\cos4\varphi' ,
\]

where \(p\) is the isotropic attraction. Insert \(\Delta=c_0+c_4\sqrt2\cos4\varphi\) and use \(\langle\cos^24\varphi\rangle=1/2\):

\[
p\,c_0+c_4=\lambda c_0,\qquad c_0+c_4=\lambda c_4 .
\]

Eliminating the coefficients gives \((\lambda-p)(\lambda-1)=1\), whose larger root is \(\lambda=\frac{p+1}{2}+\sqrt{\frac{(p-1)^2}{4}+1}\). The first equation gives \(c_0/c_4=1/(\lambda-p)\), so

\[
\Delta\propto r+\cos4\varphi,\qquad r=\frac{1}{\sqrt2(\lambda-p)},\qquad
\varphi_{\rm node}=\tfrac14\arccos(-r).
\]

For \(p=0,\,0.5,\,1\) the first node lies at 29.0°, 30.9° and 33.8°. At \(p=2\), \(r=1.14>1\) and there is none. The symmetry is A1g throughout.

Changing the d-wave interaction can mix \(\cos6\varphi\) into \(\cos2\varphi\). Both vanish at 45°, so that node stays.

**One model with disorder**

At \(p=1\), \(\lambda=2\) and \(r=1/\sqrt2\), and the kernel factorizes as \(K_s=2f_s(\varphi)f_s(\varphi')\). I compare

\[
f_s=\tfrac1{\sqrt2}+\cos4\varphi,\qquad f_d=\sqrt2\cos2\varphi,\qquad \langle f_s^2\rangle=\langle f_d^2\rangle=1,
\]

with gap \(\Delta f\), equal coupling strengths and hence the same clean transition temperature \(T_{c0}\). Each state is treated alone, in mean-field theory, so mixed states are not considered.

Let weak nonmagnetic contact impurities have density \(n_i\) and strength \(V_0\). In the self-consistent Born approximation the electron–hole Green function and self-energy are

\[
G=-\frac{i\tilde\omega+\xi\tau_3+\tilde\Delta\tau_1}{\xi^2+R^2},\quad
R=\sqrt{\tilde\omega^2+\tilde\Delta^2},\quad
\Sigma=n_iV_0^2\sum_{\mathbf k}\tau_3G\tau_3 ,
\]

where \(\xi\) is the band energy from the Fermi level, \(\omega\) the Matsubara energy and \(\tau_j\) are Pauli matrices. The term odd in \(\xi\) integrates to zero, \(\int d\xi/(\xi^2+R^2)=\pi/R\), and \(\tau_3\tau_1\tau_3=-\tau_1\). With \(N_0\) per spin and \(\Gamma=\pi N_0n_iV_0^2=\hbar/2\tau\),

\[
\Sigma=-i\Gamma\langle\tilde\omega/R\rangle+\Gamma\langle\tilde\Delta/R\rangle\tau_1 .
\]

Since \(G^{-1}=i\omega-\xi\tau_3-\Delta f\tau_1-\Sigma\), matching terms yields

\[
\tilde\omega=\omega+\Gamma\left\langle\frac{\tilde\omega}{R}\right\rangle,\qquad
\tilde\Delta=\Delta f+D,\quad D=\Gamma\left\langle\frac{\tilde\Delta}{R}\right\rangle .
\]

This answers the "why". Scattering mixes all directions and adds an angle-independent shift \(D\) to the gap. For extended s the shift can carry the gap past zero. For d-wave, \(D=0\) is consistent because the average of an odd function vanishes, and the diagonal node remains.

**When extended-s nodes are lifted**

Suppose a full gap exists. Then \(\tilde\omega\to0\) as \(\omega\to0\), with \(\tilde\Delta>0\) everywhere, so \(D=\Gamma\). The first equation becomes

\[
\tilde\omega\left(1-\Gamma\left\langle\frac1{\Delta f_s+\Gamma}\right\rangle\right)=\omega .
\]

Positive \(\omega\) must give positive \(\tilde\omega\), so the bracket must be positive. Using \(\langle1/(A+B\cos4\varphi)\rangle=1/\sqrt{A^2-B^2}\) with \(A=\Delta r+\Gamma\) and \(B=\Delta\),

\[
\Gamma^2<(\Delta r+\Gamma)^2-\Delta^2
\;\Rightarrow\;
2\Gamma\Delta r>\Delta^2(1-r^2)
\;\Rightarrow\;
\Gamma>\Gamma_c=\Delta\,\frac{1-r^2}{2r}.
\]

Here \(\Gamma_c=0.354\Delta\). Merely requiring \(\Delta f_s+\Gamma>0\) would give \(\Gamma>(1-r)\Delta=0.293\Delta\), which is too weak a condition.

Below \(\Gamma_c\), \(\tilde\omega\) tends to a positive broadening \(\gamma\) as \(\omega\to0\), and

\[
\frac{N(0)}{N_0}=\left\langle\frac{\gamma}{R}\right\rangle=\frac{\gamma}{\Gamma}>0 .
\]

Disorder therefore first fills the node with states and then opens a gap. At \(0.95\,\Gamma_c\) the ratio is 0.20. At \(1.05\,\Gamma_c\) it is \(3\times10^{-5}\), a remnant of evaluating it at the small Matsubara energy \(10^{-6}\Delta\) instead of zero.

The formula also shows when the method fails: as \(r\to0\) the average gap vanishes and \(\Gamma_c/\Delta\to\infty\). The rate itself stays finite, because \(\Delta\) falls as \(\Gamma\) grows, but the gap then opens only when superconductivity is almost gone. With the gap equation given below, \(r=0.1\) has its nodes lifted at \(\Gamma\approx0.93\,T_{c0}\), where the transition temperature is only about \(0.05\,T_{c0}\). An s-wave state with an accidentally zero average keeps its low-energy states too.

**Why d-wave stays gapless**

With \(D=0\) and \(A=\sqrt2\Delta\), the zero-energy equation is

\[
1=\Gamma\left\langle\frac{1}{\sqrt{\gamma^2+A^2\cos^22\varphi}}\right\rangle .
\]

The right side falls steadily from infinity at \(\gamma\to0\) to zero at \(\gamma\to\infty\). It crosses 1 once for every \(\Gamma>0\), so \(N(0)>0\).

For \(\gamma\ll A\), set \(\theta=2\varphi-\pi/2\), so that \(|\cos2\varphi|=|\sin\theta|\), the node is at \(\theta=0\) and the average is \((2/\pi)\int_0^{\pi/2}d\theta\); then split the integral at a small \(\theta_0\gg\gamma/A\):

\[
\frac2\pi\left[\int_0^{\theta_0}\!\frac{d\theta}{\sqrt{\gamma^2+A^2\theta^2}}+\int_{\theta_0}^{\pi/2}\!\frac{d\theta}{A\sin\theta}\right]
\approx\frac{2}{\pi A}\left[\ln\frac{2A\theta_0}{\gamma}+\ln\frac{2}{\theta_0}\right]
=\frac{2}{\pi A}\ln\frac{4A}{\gamma}.
\]

Hence \(\gamma\approx4A\,e^{-\pi A/2\Gamma}\): nonzero, but exponentially small for weak scattering.

**Does superconductivity survive that much disorder?**

The amplitude \(\Delta\) itself depends on \(\Gamma\). Set \(k_B=1\). With a dimensionless coupling \(g\), the gap equation is \(\Delta/g=2\pi T\sum_{n\ge0}\langle f\tilde\Delta/R\rangle\), cut off at high energy. Eliminating \(g\) in favour of \(T_{c0}\) gives

\[
\ln\frac{T_{c0}}{T}=2\pi T\sum_{n\ge0}\left[\frac1{\omega_n}-\frac1\Delta\left\langle\frac{f\tilde\Delta}{R}\right\rangle\right].
\]

At \(T_c\) the gap is infinitesimal, so \(R=\tilde\omega=\omega_n+\Gamma\). Then \(D=\Gamma(\Delta\langle f\rangle+D)/(\omega_n+\Gamma)\), which gives \(D=\Gamma\Delta\langle f\rangle/\omega_n\). The bracket becomes

\[
\frac1{\omega_n}-\frac{1+\Gamma\langle f\rangle^2/\omega_n}{\omega_n+\Gamma}
=(1-\langle f\rangle^2)\left[\frac1{\omega_n}-\frac1{\omega_n+\Gamma}\right].
\]

With \(\omega_n=2\pi T(n+\tfrac12)\), the sum is a difference of digamma functions:

\[
\ln\frac{T_{c0}}{T_c}=(1-\langle f\rangle^2)\left[\psi\!\left(\tfrac12+\tfrac{\Gamma}{2\pi T_c}\right)-\psi\!\left(\tfrac12\right)\right].
\]

For d-wave, \(\langle f\rangle=0\). Letting \(T_c\to0\), with \(\psi(x)\to\ln x\) and \(\psi(\tfrac12)=-C-2\ln2\) (\(C\) is Euler's constant), superconductivity ends at \(\Gamma=\pi e^{-C}T_{c0}/2=0.882\,T_{c0}\). For extended s, \(\langle f\rangle^2=1/2\), and the same large-argument form gives \(T_c\approx0.882\,T_{c0}^2/\Gamma\) for \(\Gamma\) of several \(T_{c0}\) or more: suppressed, but not to zero in this model.

**Numbers for the two states**

Solving the gap equation at zero temperature together with \(\Gamma=\Gamma_c\) gives \(\Delta=1.132\,T_{c0}\) and

\[
\Gamma=0.3536\times1.132\,T_{c0}=0.400\,T_{c0}.
\]

For a chosen \(T_{c0}=20\) K this is 0.690 meV, or \(\tau=\hbar/2\Gamma=0.477\) ps.

- At \(\Gamma=0.3\,T_{c0}\), both states are gapless. \(N(0)/N_0\) is 0.19 for extended s but 0.0019 for d-wave. The weak-scattering formula agrees: \(A=\sqrt2\times1.273=1.800\), so \(\gamma/\Gamma\approx(7.20/0.3)\,e^{-9.42}=0.0019\). A large residual density of states is thus no mark of d-wave.
- At \(\Gamma=0.6\,T_{c0}\), extended s has a full gap of \(0.064\,T_{c0}\) and \(T_c=0.78\,T_{c0}\). The d-wave state has \(N(0)/N_0=0.26\) and \(T_c=0.47\,T_{c0}\).

The gap edge follows from setting \(\omega=-iE\) and \(\tilde\omega=-i\epsilon\), which gives \(E=\epsilon\,(1-\Gamma\langle1/\sqrt{\tilde\Delta^2-\epsilon^2}\rangle)\). Real \(\epsilon\) means no states, so the edge is the largest \(E\) reached this way.

As a test that does not use the averaged equations, a random scattering matrix among 1200 states was diagonalized at \(\Gamma=2\Delta\), with \(\Delta\) held fixed. These states fill a finite band \(|\xi|<12\Delta\), for which \(\int d\xi/(\xi^2+R^2)=2\arctan(12\Delta/R)/R\); the prediction quoted next therefore uses the equations above with every \(1/R\) multiplied by \((2/\pi)\arctan(12\Delta/R)\). The lowest extended-s level was \(0.258\Delta\), against a predicted edge of \(0.250\Delta\); the lowest d-wave level was \(0.003\Delta\). These are values for one sample; the lowest level varies by a few hundredths of \(\Delta\) between samples. Because this matrix couples all states with independent elements, it checks the equations above, not the accuracy of the Born approximation in a real crystal. The numerical output below gives the remaining values.

**What to conclude from your data**

Nodes leave both candidates open. If added nonmagnetic scattering first raises the low-energy density of states and then opens a full gap, the extended-s state fits and the pure d-wave state of this model does not. If no gap opens, the result is inconclusive: the scattering may be below \(\Gamma_c\), or the s-wave average may be close to zero. Locating the nodes helps as well, since B1g symmetry requires nodes only where the Fermi line crosses the diagonals.

These statements assume weak, isotropic, nonmagnetic scatterers and a single Fermi line. With several bands whose gaps differ in sign, scattering between bands breaks pairs and can restore low-energy states in an s-wave state. The averaged theory also omits rare impurity configurations, which can leave a few states below the calculated gap edge.

## Computed values

```
Isotropic attraction p, r, s node (deg), d node (deg):
  0.0  0.4370  28.978  45.000
  0.5  0.5521  30.878  45.000
  1.0  0.7071  33.750  45.000
  2.0  1.1441  none  45.000
Pocket at (pi,0), radius 0.6/a: min |cos kx-cos ky| = 1.8227
Clean amplitude s: 1.2978 k_B Tc0
Clean amplitude d: 1.5130 k_B Tc0
d-wave destruction rate: 0.8819 k_B Tc0
s threshold rate/amplitude: 0.35355
N(0)/N0 at 0.95 and 1.05 threshold: 0.1967, 3.1e-05
Random matrix: 1200 states, rate/amplitude 2.0, half-band/amplitude 12
  s: smoothed DOS/N0 matrix 0.330, theory 0.328; lowest level/amplitude 0.2577
  s: predicted gap edge/amplitude 0.2501
  d: smoothed DOS/N0 matrix 0.788, theory 0.788; lowest level/amplitude 0.0028
Self-consistent s lifting rate: 0.4003 k_B Tc0
s amplitude at lifting: 1.1323 k_B Tc0
Rates, amplitudes, Tc and edge below are in units of Tc0 (k_B=1).
rate 0.3: s amplitude 1.1757, Tc 0.8851, N(0)/N0 1.87e-01, edge 0.0000
          d amplitude 1.2729, Tc 0.7539, N(0)/N0 1.94e-03
rate 0.6: s amplitude 1.0578, Tc 0.7775, N(0)/N0 4.25e-06, edge 0.0639
          d amplitude 0.9546, Tc 0.4728, N(0)/N0 2.60e-01
rate 0.8: s amplitude 0.9934, Tc 0.7107, N(0)/N0 3.06e-06, edge 0.1213
          d amplitude 0.5631, Tc 0.2278, N(0)/N0 7.71e-01
rate 3.0: s amplitude 0.5672, Tc 0.2897, N(0)/N0 2.83e-06, edge 0.2606
          d: normal metal, no superconducting solution
Chosen clean Tc0: 20.0 K
s lifting rate: 0.6900 meV
Scattering time at lifting: 0.4770 ps
```
